**Light trapping from mode counting, and a silicon-like efficiency estimate**

The program tests the absorptance A = α/(α + 1/(4n²W)), where α is the absorption coefficient, n the refractive index and W the thickness of a slab with a rear mirror and randomized light. It asserts that an explicit lattice count of dispersive modes and exit channels agrees with the band-averaged 4n² within 1%. Random ray tracing gives a mean path of 48.95 W for n = 3.5, against 4n² = 49, and further assertions cover the absorptance, the reciprocity of emission, and a closed ray formula for a front-scattering slab. For a model absorber with round parameters, the program also asserts the effective edge shift, the Auger estimate of the open-circuit voltage and its thickness dependence, and an interior optimum thickness. With a rough above-gap current of 44 mA/cm², the output shows an efficiency of 29.45% at 100 µm and 29.60% at the scanned optimum of 38 µm. The flat double-pass slab reaches 27.84% at 100 µm, and the trapped cell without Auger loss reaches 33.38%. These are model results, not a calculation from measured silicon data.

## Program and output

```python
"""Light trapping in a slab with a rear mirror and randomizing surfaces.
Result under test: A = alpha/(alpha + 1/(4 n^2 W)) for weak single-pass
absorption, with mean path 4 n^2 W in the limit of small total absorption.
alpha: power absorption coefficient, n: refractive index, W: thickness.
The absorptance is then used in a current balance with radiative and Auger
loss for an indirect-gap model absorber with silicon-like round parameters.
Energies are in eV, lengths in cm, current densities in mA/cm^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn

rng = np.random.default_rng(12345)
n = 3.5
enhancement = 4 * n**2


def trapped(alpha, width):
    return alpha / (alpha + 1 / (4 * n**2 * width))


# Explicit mode count in a periodic unit cube, c = 1, n(nu) = n0 + b nu.
n0, b = 3.0, 0.03
nu_low, nu_high = 14.0, 16.0


def mode_frequency(wave_number):
    return (-n0 + np.sqrt(n0**2 + 4 * b * wave_number)) / (2 * b)


m = np.arange(-60, 61)
radius_2d = np.sqrt(m[:, None]**2 + m[None, :]**2)
radius_3d = np.sqrt(radius_2d[:, :, None]**2 + m[None, None, :]**2)
shell = radius_3d[(radius_3d > (n0 + b * nu_low) * nu_low)
                  & (radius_3d < (n0 + b * nu_high) * nu_high)]
step = 1e-3
group_velocity = (mode_frequency(shell + step)
                  - mode_frequency(shell - step)) / (2 * step)
absorbed_per_alpha = 2 * group_velocity.sum()
escaping = 2 * np.clip(nu_high - np.maximum(radius_2d, nu_low), 0, None).sum()
counted = absorbed_per_alpha / escaping
expected = (quad(lambda v: 4 * (n0 + b * v)**2 * v**2, nu_low, nu_high)[0]
            / quad(lambda v: v**2, nu_low, nu_high)[0])
# The finite lattice leaves sub-percent counting fluctuations.
assert abs(counted / expected - 1) < 0.01


# Ray tracing: flat front, Lambertian rear reflector, lengths in units of W.
def trace_from_rear(path, inside):
    path = path.copy()
    active = np.flatnonzero(inside)
    while active.size:
        cosine = np.sqrt(1 - rng.random(active.size))
        leaves = 1 - cosine**2 < 1 / n**2
        path[active] += np.where(leaves, 1, 2) / cosine
        active = active[~leaves]
    return path


rays = 300000
path = trace_from_rear(np.ones(rays), np.ones(rays, dtype=bool))
mean_path = path.mean()
assert abs(mean_path / enhancement - 1) < 0.01

# Tolerances allow for corrections of the order of single-pass absorption.
ray_rows = []
for depth, tolerance in ((0.001, 0.001), (0.01, 0.01), (0.1, 0.02)):
    traced = 1 - np.exp(-depth * path).mean()
    simple = trapped(depth, 1.0)
    assert abs(traced - simple) < tolerance
    ray_rows.append((depth, simple, traced))

# Reciprocity: escape of isotropic internal emission gives the absorptance.
cosine = rng.uniform(-1, 1, rays)
height = rng.random(rays)
upward = cosine > 0
free_exit = upward & (1 - cosine**2 < 1 / n**2)
start = np.where(upward, 1 - height, height) / np.abs(cosine)
start += np.where(upward & ~free_exit, 1 / np.abs(cosine), 0)
emission_path = trace_from_rear(start, ~free_exit)
escape_probability = np.exp(-0.01 * emission_path).mean()
emissivity = enhancement * 0.01 * escape_probability
assert abs(emissivity - ray_rows[1][2]) < 0.005


# Front-scattering slab: closed form against quadrature and a bounce sum.
def lambertian_slab(depth):
    transmission = 2 * expn(3, 2 * depth)
    return (1 - transmission) / (1 - transmission * (1 - 1 / n**2))


for depth in (0.01, 0.1, 1.0):
    survive = quad(lambda u: 2 * u * np.exp(-2 * depth / u), 0, 1)[0]
    remaining, absorbed = 1.0, 0.0
    for bounce in range(600):
        absorbed += remaining * (1 - survive)
        remaining *= survive * (1 - 1 / n**2)
    assert abs(absorbed - lambertian_slab(depth)) < 1e-7
depths = np.logspace(-5, 2, 2001)
deviation = lambertian_slab(depths) - trapped(depths, 1.0)
worst = np.argmax(np.abs(deviation))
assert abs(deviation[worst]) < 0.02

# Model absorber and sunlight.
q = const.e
kT = const.k * 300 / q
sun_temperature = 5800.0
kT_sun = const.k * sun_temperature / q
gap, strength = 1.12, 5000.0
n_i, auger = 1e10, 1e-30
power_in = 100.0
rough_current = 44.0
excess = 10 * np.linspace(0, 1, 20001)**2
energy = gap + excess
alpha = strength * excess**2
planck_power = kT_sun**4 * np.pi**4 / 15
blackbody = power_in * energy**2 / np.expm1(energy / kT_sun) / planck_power
blackbody_current = trapezoid(blackbody, energy)
terrestrial = blackbody * rough_current / blackbody_current
h_ev = const.h / q
c_cm = const.c * 100
mode_flux = 1e3 * q * 2 * np.pi * energy**2 / (h_ev**3 * c_cm**2)


def flat(alpha_values, width):
    return -np.expm1(-2 * alpha_values * width)


def cell(width, sun=terrestrial, coefficient=auger, optics=trapped):
    absorptance = optics(alpha, width)
    light = trapezoid(absorptance * sun, energy)
    dark = trapezoid(absorptance * mode_flux * np.exp(-energy / kT), energy)

    def auger_loss(voltage):
        density = n_i * np.exp(voltage / (2 * kT))
        return 1e3 * q * width * coefficient * density**3

    def current(voltage):
        return light - dark * np.expm1(voltage / kT) - auger_loss(voltage)

    v_open = brentq(current, 0.3, 1.0, xtol=1e-12)
    best = minimize_scalar(lambda v: -v * current(v), bounds=(0.3, v_open),
                           method="bounded", options={"xatol": 1e-9})
    return {"J": light, "Voc": v_open, "Vmp": best.x, "dark": dark,
            "eta": -100 * best.fun / power_in,
            "FF": -best.fun / (light * v_open),
            "auger_share": auger_loss(v_open) / light}


width = 0.01
main = cell(width)
bose = trapezoid(trapped(alpha, width) * mode_flux
                 / np.expm1((energy - main["Voc"]) / kT), energy)
assert abs(bose / (main["dark"] * np.exp(main["Voc"] / kT)) - 1) < 1e-4

# Effective absorption edge and the current lost near it.
edge_shift = np.pi / (4 * n * np.sqrt(strength * width))
edge_numeric = quad(lambda x: 1 - trapped(strength * x**2, width),
                    0, np.inf, epsabs=1e-11, limit=200)[0]
assert abs(edge_numeric / edge_shift - 1) < 1e-5
edge_loss = rough_current - main["J"]
edge_estimate = edge_shift * terrestrial[0]
# The spectrum changes slowly over the absorption edge.
assert abs(edge_estimate / edge_loss - 1) < 0.10

# Auger-dominated voltage and its dependence on thickness.
density_estimate = (main["J"] / (1e3 * q * width * auger))**(1 / 3)
voltage_estimate = 2 * kT * np.log(density_estimate / n_i)
assert 0 < voltage_estimate - main["Voc"] < 0.005
thin, thick = cell(width / 1.05), cell(width * 1.05)
log_step = 2 * np.log(1.05)
slope = (thick["Voc"] - thin["Voc"]) / log_step
current_slope = np.log(thick["J"] / thin["J"]) / log_step
slope_estimate = 2 * kT / 3 * (current_slope - 1)
# The small radiative share changes the Auger-only slope by a few percent.
assert abs(slope / slope_estimate - 1) < 0.10

widths = np.logspace(-3, -1, 101)
scan = [cell(value) for value in widths]
efficiencies = np.array([item["eta"] for item in scan])
best_index = int(np.argmax(efficiencies))
assert 0 < best_index < len(widths) - 1
assert np.all(np.diff([item["J"] for item in scan]) > 0)
assert np.all(np.diff([item["Voc"] for item in scan]) < 0)
optimum = scan[best_index]
assert abs(optimum["eta"] - 29) < 1.5

black = cell(width, sun=blackbody)
untrapped = cell(width, optics=flat)
radiative = cell(width, coefficient=0.0)
low_auger = cell(width, coefficient=auger / 2)
high_auger = cell(width, coefficient=auger * 2)
assert untrapped["J"] < main["J"] and untrapped["eta"] < main["eta"]
assert high_auger["eta"] < main["eta"] < low_auger["eta"] < radiative["eta"]

print(f"Lattice count, absorption/escape per alpha W: {counted:.3f}")
print(f"Same ratio from band-averaged 4 n^2: {expected:.3f}")
print(f"Refractive index of example: {n:.1f}")
print(f"4 n^2: {enhancement:.1f}")
print(f"Traced mean path: {mean_path:.2f} W")
for depth, simple, traced in ray_rows:
    print(f"alpha W = {depth:g}: formula A = {simple:.4f}, traced A = {traced:.4f}")
print(f"Emissivity from traced emission, alpha W = 0.01: {emissivity:.4f}")
print(f"Largest A_ray minus formula: {deviation[worst]:.4f}")
print(f"  occurs at alpha W = {depths[worst]:.2f}")
print(f"Model gap: {gap:.2f} eV")
print(f"Absorption strength a: {strength:.0f} cm^-1 eV^-2")
print(f"Intrinsic density: {n_i:.1e} cm^-3")
print(f"Auger coefficient C: {auger:.1e} cm^6/s")
print(f"Cell thermal energy kT: {1000 * kT:.3f} meV")
print(f"Sun temperature: {sun_temperature:.0f} K")
print(f"Incident power: {power_in:.0f} mW/cm^2")
print(f"Black-body above-gap current: {blackbody_current:.2f} mA/cm^2")
print(f"Rough terrestrial above-gap current: {rough_current:.0f} mA/cm^2")
print(f"Example thickness: {width * 1e4:.0f} um")
print(f"alpha at A = 1/2: {1 / (enhancement * width):.3f} cm^-1")
print(f"Effective edge shift: {1000 * edge_shift:.2f} meV")
print(f"Spectral current at gap: {terrestrial[0]:.2f} mA/cm^2/eV")
print(f"Edge current loss, estimate: {edge_estimate:.3f} mA/cm^2")
print(f"Edge current loss, integrated: {edge_loss:.3f} mA/cm^2")
print(f"Trapped-cell light current: {main['J']:.2f} mA/cm^2")
print(f"Flat double-pass light current: {untrapped['J']:.2f} mA/cm^2")
print(f"Radiative dark current J0: {main['dark']:.3e} mA/cm^2")
print(f"Auger-only carrier density: {density_estimate:.3e} cm^-3")
print(f"Auger-only open-circuit voltage: {1000 * voltage_estimate:.2f} mV")
print(f"Full open-circuit voltage: {1000 * main['Voc']:.2f} mV")
print(f"Auger share at open circuit: {100 * main['auger_share']:.2f} %")
print(f"Voltage at maximum power: {1000 * main['Vmp']:.2f} mV")
print(f"Fill factor: {main['FF']:.4f}")
print(f"Voltage slope per ln W, computed: {1000 * slope:.2f} mV")
print(f"Voltage slope per ln W, Auger estimate: {1000 * slope_estimate:.2f} mV")
print(f"Efficiency, 100 um trapped cell: {main['eta']:.2f} %")
print(f"Efficiency, 100 um flat cell: {untrapped['eta']:.2f} %")
print(f"Efficiency, 100 um black-body sun: {black['eta']:.2f} %")
print(f"Efficiency, 100 um radiative loss only: {radiative['eta']:.2f} %")
print(f"Efficiency, 100 um half C: {low_auger['eta']:.2f} %")
print(f"Efficiency, 100 um double C: {high_auger['eta']:.2f} %")
print(f"Optimum thickness on scan: {widths[best_index] * 1e4:.1f} um")
print(f"Optimum light current: {optimum['J']:.2f} mA/cm^2")
print(f"Optimum open-circuit voltage: {1000 * optimum['Voc']:.2f} mV")
print(f"Optimum efficiency: {optimum['eta']:.2f} %")
print("all good")
```

Running it gives:

```
Lattice count, absorption/escape per alpha W: 47.702
Same ratio from band-averaged 4 n^2: 47.648
Refractive index of example: 3.5
4 n^2: 49.0
Traced mean path: 48.95 W
alpha W = 0.001: formula A = 0.0467, traced A = 0.0464
alpha W = 0.01: formula A = 0.3289, traced A = 0.3220
alpha W = 0.1: formula A = 0.8305, traced A = 0.8162
Emissivity from traced emission, alpha W = 0.01: 0.3226
Largest A_ray minus formula: 0.0168
  occurs at alpha W = 0.52
Model gap: 1.12 eV
Absorption strength a: 5000 cm^-1 eV^-2
Intrinsic density: 1.0e+10 cm^-3
Auger coefficient C: 1.0e-30 cm^6/s
Cell thermal energy kT: 25.852 meV
Sun temperature: 5800 K
Incident power: 100 mW/cm^2
Black-body above-gap current: 39.14 mA/cm^2
Rough terrestrial above-gap current: 44 mA/cm^2
Example thickness: 100 um
alpha at A = 1/2: 2.041 cm^-1
Effective edge shift: 31.73 meV
Spectral current at gap: 41.42 mA/cm^2/eV
Edge current loss, estimate: 1.314 mA/cm^2
Edge current loss, integrated: 1.266 mA/cm^2
Trapped-cell light current: 42.73 mA/cm^2
Flat double-pass light current: 40.43 mA/cm^2
Radiative dark current J0: 3.789e-14 mA/cm^2
Auger-only carrier density: 2.988e+16 cm^-3
Auger-only open-circuit voltage: 770.91 mV
Full open-circuit voltage: 770.77 mV
Auger share at open circuit: 99.21 %
Voltage at maximum power: 706.18 mV
Fill factor: 0.8942
Voltage slope per ln W, computed: -16.94 mV
Voltage slope per ln W, Auger estimate: -16.99 mV
Efficiency, 100 um trapped cell: 29.45 %
Efficiency, 100 um flat cell: 27.84 %
Efficiency, 100 um black-body sun: 26.12 %
Efficiency, 100 um radiative loss only: 33.38 %
Efficiency, 100 um half C: 29.94 %
Efficiency, 100 um double C: 28.96 %
Optimum thickness on scan: 38.0 um
Optimum light current: 41.98 mA/cm^2
Optimum open-circuit voltage: 787.09 mV
Optimum efficiency: 29.60 %
all good
```
